# Overcoherent surface hopping in Tully's extended-coupling model

## Problem

Atomic units are used, with $\hbar=1$. A particle of mass $M=2000$ moves in one dimension with two electronic states. In a fixed (diabatic) basis

$$H=m+\begin{pmatrix}h&w\\ w&-h\end{pmatrix},\qquad E_\pm=m\pm g,\qquad g=\sqrt{h^2+w^2},$$

where $m,h,w$ are real functions of $x$. Tully's three models are:

- Single crossing: $m=0$, $h=0.01\,\mathrm{sgn}(x)(1-e^{-1.6|x|})$, $w=0.005e^{-x^2}$.
- Dual crossing: $H_{11}=0$, $H_{22}=0.05-0.1e^{-0.28x^2}$, $w=0.015e^{-0.06x^2}$.
- Extended coupling: $m=0$, $h=A$, $w=Be^{Cx}$ for $x<0$ and $w=B(2-e^{-Cx})$ for $x>0$, with $A=0.0006$, $B=0.10$, $C=0.90$.

The particle arrives from the left on the lower adiabat with momentum $k$. $T$ and $R$ denote transmission and reflection probabilities, with the final adiabat as subscript.

(a) Set up exact propagation and fewest-switches surface hopping, and compare them on the three models.

(b) For the extended model with $13\le k\le17$, find the exact reflection probabilities.

(c) Find the electronic populations carried by a reflected trajectory, and what they imply for surface hopping.

(d) Decide by intervention whether coherence causes the difference.

## Solution

### (a) The two propagations

Since $(H-m)^2=g^2$, the exponential series gives

$$e^{-iH\tau}=e^{-im\tau}\left[\cos g\tau-\frac{i\sin g\tau}{g}(H-m)\right].\tag{1}$$

**Exact packets.** A time step is split into half a potential step, a kinetic step and half a potential step. The kinetic factor $e^{-iq^2\tau/2M}$ acts in Fourier space, and (1) acts at each grid point. The initial packet is $e^{-s^2(x-x_0)^2+ik_0x}$ times the lower eigenvector. Its density has position deviation $1/(2s)$, so its momentum deviation is $s$.

**Sharp energy.** A packet averages over momentum and could hide an oscillation, so the stationary problem is needed too. Write it as $\psi''=Q\psi$ with $Q=2M(H-E)$, and let $\eta$ be the grid spacing. Where $Q$ is smooth (in the single and extended models $Q''$ jumps at $x=0$; the remainder there is $O(\eta^5)$ if $x=0$ is a grid point, as it is here, and $O(\eta^4)$ otherwise), Taylor expansion gives

$$\psi_{j+1}-2\psi_j+\psi_{j-1}=\eta^2Q_j\psi_j+\frac{\eta^4}{12}(Q\psi)''_j+O(\eta^6).$$

Replace $\eta^2(Q\psi)''$ by its second difference and define $y=(1-\eta^2Q/12)\psi$. The second differences combine into that of $y$, leaving $\eta^2Q\psi=[12(1-\eta^2Q/12)^{-1}-12]y$ on the right. Hence

$$y_{j+1}+y_{j-1}=\left[12(1-\eta^2Q_j/12)^{-1}-10\right]y_j.\tag{2}$$

At each end, open channels carry outgoing waves and closed channels decay, with one incoming wave added on the left. Outgoing fluxes divided by the incoming flux are the probabilities. Averaged over a packet's momentum density, they must reproduce the packet result. This was tested for all six packets below; the largest absolute difference was $8.7\times10^{-4}$.

**Surface hopping.** Each trajectory moves on one active adiabat with force $-m'\mp(hh'+ww')/g$, while its amplitudes $c_1,c_2$ evolve by (1) along its path. The upper population is the expectation value of the projector $\tfrac12[1+(H-m)/g]$:

$$P=\frac12\left[1+\frac{h(|c_1|^2-|c_2|^2)+2w\,\mathrm{Re}(c_1^*c_2)}{g}\right].$$

Suppose the fraction of trajectories on the active state $a$ equals its population $P_a$. If $P_a$ falls by $-\Delta P_a$, the fewest hops that preserve the equality are obtained with the probability

$$\text{Prob(hop)}=\max\left(0,-\Delta P_a/P_a\right).\tag{3}$$

Energy conservation changes $p^2$ by $+4Mg$ in a downward hop and by $-4Mg$ in an upward one. An upward hop that would make $p^2$ negative is rejected.

For packets with $s=0.25$, and trajectories drawn from the same momentum distribution, the results are:

| Model, $k$ | Exact $T_{low},T_{up}$ | Hopping $T_{low},T_{up}$ |
|---|---|---|
| single, 15 | 0.677, 0.323 | 0.672, 0.328 |
| single, 25 | 0.376, 0.624 | 0.380, 0.620 |
| dual, 20 | 0.955, 0.045 | 0.958, 0.042 |
| dual, 40 | 0.708, 0.292 | 0.704, 0.296 |

In these cases nothing is reflected to the printed accuracy. The differences, at most 0.005, lie within the sampling error of the 3000 trajectories per packet, which is up to about 0.009. This sample therefore does not exclude systematic errors of order 0.01. The extended model behaves differently:

| $k$ | Exact $T_{low},R_{low},R_{up}$ | Hopping $T_{low},R_{low},R_{up}$ |
|---|---|---|
| 14.222 | 0.644, 0.127, 0.229 | 0.654, 0.208, 0.138 |
| 14.925 | 0.637, 0.131, 0.231 | 0.632, 0.042, 0.326 |

The total reflection is nearly right, but its division between the two states is wrong and changes strongly with $k$.

### (b) One passage, then exact reflection

On the left the adiabats are separated by only $2A$. They change character where $w$ grows past $A$, well before the upper surface becomes steep. For one passage take a constant speed $v$, so that $w=Be^{Cvt}$. Define

$$z=\frac{w}{Cv},\qquad \delta=\frac{A}{Cv},\qquad \frac{dz}{dt}=Cv\,z.$$

Dividing $i\dot c=Hc$ by $Cv$ gives

$$iz\frac{dc_1}{dz}=\delta c_1+zc_2,\qquad iz\frac{dc_2}{dz}=zc_1-\delta c_2.\tag{4}$$

With $\mu=-\tfrac12+i\delta$, a solution is

$$c_2=\sqrt z\,J_\mu(z),\qquad c_1=-i\sqrt z\,J_{\mu+1}(z).$$

To check the second equation, use $zJ'_\mu=\mu J_\mu-zJ_{\mu+1}$:

$$iz\frac{dc_2}{dz}=i\sqrt z\left[(\tfrac12+\mu)J_\mu-zJ_{\mu+1}\right]=-\delta c_2+zc_1.$$

For the first, use $zJ'_{\mu+1}=-(\mu+1)J_{\mu+1}+zJ_\mu$:

$$iz\frac{dc_1}{dz}=\sqrt z\left[(\tfrac12-\mu-1)J_{\mu+1}+zJ_\mu\right]=\sqrt z\left[-i\delta J_{\mu+1}+zJ_\mu\right]=\delta c_1+zc_2.$$

As $z\to0$, $c_1\to0$ and $c_2\propto z^{i\delta}\propto e^{iAt}$. This is the lower state, of energy $-A$, as required.

For large $z$, $\sqrt zJ_\nu\to\sqrt{2/\pi}\cos(z-\nu\pi/2-\pi/4)$. With $\xi=z-i\pi\delta/2$ this gives $c_2\to\sqrt{2/\pi}\cos\xi$ and $c_1\to-i\sqrt{2/\pi}\sin\xi$. There $w\gg A$, so the upper and lower eigenvectors are $(1,1)/\sqrt2$ and $(-1,1)/\sqrt2$. The adiabatic amplitudes are therefore

$$a_u=\frac{e^{-i\xi}}{\sqrt\pi},\qquad a_l=\frac{e^{i\xi}}{\sqrt\pi},\qquad \frac{a_u}{a_l}=e^{-\pi\delta}e^{-2iz}.\tag{5}$$

After normalization, the probability of going from lower to upper is

$$p=\frac{e^{-2\pi\delta}}{1+e^{-2\pi\delta}}=\frac1{1+e^{2\pi\delta}}.\tag{6}$$

Direct integration of (4) at $\delta=0.0889$ gave an amplitude ratio of 0.7567, against $e^{-\pi\delta}=0.7563$. This $\delta$ corresponds to $Mv=15$; the output labels it $k=15$, but with the speed chosen below, $k=15$ gives a slightly larger $\delta$.

For the speed, use the kinetic energy measured from the midpoint of the adiabats. The total energy is $k^2/2M-A$, hence

$$v=K/M,\qquad K^2=k^2-2MA.$$

Now follow the two components. The lower adiabat descends to about $-2B$ on the right, so its wave is transmitted. The upper one rises to about $2B$ and reflects its wave when $k^2/2M-A<2B$, that is, for $k$ below about 28. The upper wave alone returns to the coupling zone.

The return passage runs through the same matrices in reverse order. Let the inward electronic propagator be $G=u_N\cdots u_1$, with each $u_j=e^{-iH_j\tau}$. Because $H_j$ is real and symmetric, $u_j^T=u_j$, and the outward propagator is

$$u_1\cdots u_N=G^T.\tag{7}$$

The amplitude for upper $\to$ lower on the way out thus equals that for lower $\to$ upper on the way in, and its probability is again $p$. Therefore

$$T_{low}=1-p,\qquad R_{low}=p^2,\qquad R_{up}=p(1-p).\tag{8}$$

Each reflected channel is reached by one path, so no interference term appears even at sharp energy. This argument is semiclassical: it assigns one speed to the coupling zone and neglects reflection on the lower surface.

At $k=15$, $K=14.920$ and $\delta=0.0006\times2000/(0.90\times14.920)=0.0894$. Then $p=0.3632$, $p^2=0.1319$ and $p(1-p)=0.2313$. The stationary calculation gives $R_{low}=0.1320$ and $R_{up}=0.2313$. Over the 17 momenta of the scan, (8) agrees with it to about $10^{-4}$ in absolute probability.

### (c) What a reflected trajectory carries

A trajectory that reflects on the upper surface still carries $a_l$. By (7), its final amplitude on the lower state is the lower diagonal element of $G^TG$, which is $a_u^2+a_l^2$. Let $\theta=\arg a_u-\arg a_l$ at the turning point. The final upper population is

$$\begin{aligned}W&=1-|a_u^2+a_l^2|^2\\&=1-p^2-(1-p)^2-2p(1-p)\cos2\theta\\&=2p(1-p)(1-\cos2\theta)=4p(1-p)\sin^2\theta.\end{aligned}\tag{9}$$

In the exponential region $z=\int_{-\infty}^t w\,dt'$, so (5) gives $\theta=-2\int w\,dt$. Farther in, the splitting is $2g\simeq2w$ and the same integral continues to the turning point. Thus $|\theta|=S$, where $S$ is the integral of $w$ over the round trip.

On the upper surface $E_+\simeq w$ and $v(x)=\sqrt{2(\varepsilon-w)/M}$, with $\varepsilon=K^2/2M$. Since $dw=Cw\,dx$,

$$S=2\int\frac{w\,dx}{v}=\frac2C\sqrt{\frac M2}\int_0^\varepsilon\frac{dw}{\sqrt{\varepsilon-w}}=\frac4C\sqrt{\frac{M\varepsilon}2}=\frac{2K}{C}.\tag{10}$$

This requires a turning point at $x<0$, where the coupling is a pure exponential, so $\varepsilon<B$ and $k$ must stay below about 20. Equation (9) also uses the constant-speed $p$, valid when the coupling zone, $w\sim Cv$, lies well below $\varepsilon$.

At $k=15$, $S=2\times14.920/0.90=33.155$ and $W=0.8992$. Amplitudes propagated along a trajectory held on the upper surface give 0.897. The largest absolute error of $W$ over the scan is 0.0043.

The hopping rule converts $W$ into reflection probabilities. Let $f_u$ and $f_l$ be the fractions of all trajectories that have been reflected and are active on the upper and lower states. Treat their amplitudes as identical and neglect rejected hops. At the turning point $f_u=p$, $f_l=0$ and $P=p$, so $f_u\le P$ and $f_l\le1-P$. Rule (3) preserves both inequalities:

- If $P$ falls, $f_u/P$ stays constant. The gain of $f_l$ is $f_u|dP|/P\le|dP|$, which is the gain of $1-P$.
- If $P$ rises, $f_l/(1-P)$ stays constant. The gain of $f_u$ is $f_l\,dP/(1-P)\le dP$.

At the end $f_u\le W$, and since $f_u+f_l=p$,

$$R_{low}^{hop}\ge\max(0,p-W).\tag{11}$$

Equality holds if $P$ changes monotonically on the return. If $P$ dips below its final value, or overshoots before falling, extra hops occur and can raise the result. Between the maxima and minima of the bound this excess is large: at $k=14.50$ hopping gives 0.155 against a bound of 0.046, and the rms difference over the scan is 0.041. The table below lists only momenta near the maxima and minima, where the bound is close. The bound oscillates with $\sin^2(2K/C)$, whose period in $K$ is

$$\Delta K=\frac{\pi C}{2}=1.4137.$$

In the scan, 600 trajectories started with each sharp momentum, so a probability near 0.13 has a sampling error of about 0.014.

| $k$ | Exact $R_{low}$ | Hopping $R_{low}$ | Bound (11) |
|---|---|---|---|
| 14.25 | 0.127 | 0.367 | 0.353 |
| 15.00 | 0.132 | 0.005 | 0.000 |
| 15.50 | 0.135 | 0.308 | 0.294 |
| 16.25 | 0.139 | 0.007 | 0.000 |
| 17.00 | 0.143 | 0.373 | 0.373 |

The maxima lie near $K=n\pi C/2$, where $W=0$ and the returning trajectories are driven to the lower state. Those with $n=10$ and $11$ fall inside the scan; the one with $n=12$ is just beyond its end, at $k=17.04$. A fit of a straight line plus $\cos2S$ and $\sin2S$ gives an oscillation amplitude of 0.1759 for surface hopping and 0.0001 for the exact result.

Two limits show the role of $\delta$. For fast passage, $\delta\to0$, one has $p=\tfrac12$ and $W=\sin^2S$. The bound becomes $\max(0,\tfrac12\cos2S)$, which reaches $\tfrac12$, while the exact value is $\tfrac14$. For slow passage, $\delta\gg1$, $p\simeq e^{-2\pi\delta}$: few trajectories reach the upper surface, and the error, at most of order $p$, disappears with them.

### (d) Removing the coherence

The oscillating term in (9) depends on the relative phase of $a_u$ and $a_l$. Two interventions, each made only at the turning point, test whether that phase is responsible. The first adds a random relative phase and leaves both populations unchanged. The second sets the amplitudes to the active state, as suits a reflected packet whose lower partner is moving away to the right and does not return.

The fitted oscillation amplitude falls from 0.1759 to 0.0084 with random phases and to 0.0023 after collapse. Sampling alone gives each of the two fitted coefficients an error of about $0.014\sqrt{2/17}\approx0.005$, hence an rms amplitude of about 0.007, so both residual values are consistent with noise. Destroying the phase relation while keeping the populations is therefore enough to remove the oscillation: it is caused by coherence with a component that, in the exact dynamics, never returns.

Collapse also has a derived branching ratio. It leaves a pure upper state at the turning point, for which (7) gives $p^2$ and $p(1-p)$, as in (8). The scan means of $R_{low}$ and $R_{up}$ are 0.1265 and 0.2338, against the exact 0.1314 and 0.2309.

The scan mean of $R_{low}$ in ordinary surface hopping is 0.1316, also close to the exact mean, although the individual values are wrong by up to 0.24. The scan covers about 2.85 periods, not a whole number, so the closeness of the two means may be partly accidental. The agreement is also special to $\delta\approx0.09$. As $\delta\to0$, reached here by reducing $A$, the eigenvectors rotate where $w\sim A$, too quickly for $c_1,c_2$ to change. Then $P$ moves monotonically and (11) becomes an equality, whose average over the phase is $1/2\pi=0.159$, not $\tfrac14$. Applying rule (3) along the upper-surface trajectory at $k=15$ and averaging over the phase at the turning point gives $R_{low}=0.128$ against $p^2=0.132$ for $A=0.0006$, but 0.156 against 0.236 for $A=0.00006$ and 0.070 against 0.017 for $A=0.002$. Averaging or randomizing the phase removes the oscillation; it does not in general restore the branching ratio.

Momentum averaging hides the oscillation. For a Gaussian distribution of deviation $s$, the mean of $\cos(4K/C)$ is reduced by about $e^{-(4s/C)^2/2}$. This factor is 0.54 for $s=0.25$, and the narrow packets in (a) still show a contrast of 0.166 in $R_{low}$ between the two momenta. For $s=k/20$ the factor is below 0.01. Surface hopping then gives 0.127 and 0.131, consistent with the exact 0.127 and 0.131 within the sampling error of about 0.005 for 4000 trajectories, so the match in the last digit is fortuitous. Averaging accounts for the loss of the oscillation; that the averaged value is also close to the exact one is the same coincidence of this $\delta$ as for the scan mean. A smooth curve from broad packets is thus no evidence that the individual trajectories are free of overcoherence.

Collapse at a turning point is a diagnostic for this geometry, not a general correction. In the dual-crossing model, at the momenta used in (a), both components continue to the right and can meet again at the second crossing. No turning point occurs, and a collapse between the crossings would erase a relative phase that has physical meaning. The full scan is in the numerical output below.

## Values computed for the example and the checks

```
Atomic units; mass = 2000 m_e; momenta in hbar/bohr
Extended model: A = 0.0006 hartree, B = 0.10 hartree, C = 0.90 1/bohr
One passage, k=15: delta = 0.0889, amplitude ratio = 0.7567, exp(-pi delta) = 0.7563
Packet momentum width = 0.25; probabilities T_low T_up R_low R_up
model 1 k=15.000 exact packet 0.677 0.323 0.000 0.000
model 1 k=15.000 FSSH         0.672 0.328 0.000 0.000
model 1 k=25.000 exact packet 0.376 0.624 0.000 0.000
model 1 k=25.000 FSSH         0.380 0.620 0.000 0.000
model 2 k=20.000 exact packet 0.955 0.045 0.000 0.000
model 2 k=20.000 FSSH         0.958 0.042 0.000 0.000
model 2 k=40.000 exact packet 0.708 0.292 0.000 0.000
model 2 k=40.000 FSSH         0.704 0.296 0.000 0.000
model 3 k=14.222 exact packet 0.644 0.000 0.127 0.229
model 3 k=14.222 FSSH         0.654 0.000 0.208 0.138
model 3 k=14.925 exact packet 0.637 0.000 0.131 0.231
model 3 k=14.925 FSSH         0.632 0.000 0.042 0.326
Largest packet - stationary difference = 8.7e-04
R_low contrast, narrow packets: exact -0.005, FSSH 0.166
R_low, width k/20: FSSH 0.127 and 0.131, exact 0.127 and 0.131
Sharp k: R_low exact, FSSH, max(0,p-W), scrambled, collapsed; W on path
k=13.00  0.118  0.240  0.201  0.108  0.115;  0.145
k=13.25  0.120  0.047  0.000  0.120  0.138;  0.616
k=13.50  0.122  0.005  0.000  0.105  0.120;  0.905
k=13.75  0.123  0.013  0.000  0.135  0.122;  0.686
k=14.00  0.125  0.177  0.147  0.113  0.105;  0.204
k=14.25  0.127  0.367  0.353  0.122  0.113;  0.004
k=14.50  0.129  0.155  0.046  0.133  0.117;  0.314
k=14.75  0.130  0.017  0.000  0.110  0.113;  0.789
k=15.00  0.132  0.005  0.000  0.132  0.125;  0.897
k=15.25  0.134  0.030  0.000  0.140  0.148;  0.515
k=15.50  0.135  0.308  0.294  0.142  0.132;  0.073
k=15.75  0.137  0.298  0.302  0.122  0.137;  0.068
k=16.00  0.138  0.083  0.000  0.113  0.135;  0.510
k=16.25  0.139  0.007  0.000  0.137  0.122;  0.904
k=16.50  0.141  0.005  0.000  0.115  0.135;  0.809
k=16.75  0.142  0.107  0.045  0.160  0.147;  0.331
k=17.00  0.143  0.373  0.373  0.103  0.127;  0.006
Predicted period in K = 1.4137 hbar/bohr
k=15: K = 14.920, p = 0.3632, S = 33.155 rad, W = 0.8992
k=15 exact T_low T_up R_low R_up: 0.6368 0.0000 0.1320 0.2313
k=15 one-path p formulas:        0.6368 0.0000 0.1319 0.2313
Largest errors over scan: one-path 0.0001, W 0.0043
FSSH R_low minus max(0,p-W), rms = 0.0413
R_low oscillation amplitude: exact 0.0001, FSSH 0.1759
R_low oscillation amplitude: scrambled 0.0084, collapsed 0.0023
Scan mean R_low R_up: exact 0.1314 0.2309
Scan mean R_low R_up: standard 0.1316 0.2351; rejected hops per trajectory 0.0011
Scan mean R_low R_up: scramble 0.1241 0.2370; rejected hops per trajectory 0.0016
Scan mean R_low R_up: collapse 0.1265 0.2338; rejected hops per trajectory 0.0013
```
